# Four dangling orbitals and six electrons in the negative NV centre: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# Negative NV centre in diamond as a four-orbital defect molecule.
# Result under test: three carbon orbitals (energy 0) and one nitrogen orbital
# (energy -delta_n), with couplings -t (C-C) and -u (C-N), give two a1 singlets
# below an e doublet if and only if t > 0 and t*(t+delta_n) > u^2.
# Six electrons with on-site excess repulsion w > 0 then have a unique
# spin-triplet ground term, with both holes in the e doublet.
# Levels are mean-field levels of the six-electron configuration. Energies: eV.
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto

rng = np.random.default_rng(7)
ex = np.array([2.0, -1.0, -1.0, 0.0]) / np.sqrt(6)
ey = np.array([0.0, 1.0, -1.0, 0.0]) / np.sqrt(2)


def orbital_matrix(t, u, delta_n):
    h = np.full((4, 4), -t, dtype=float)
    h[3, :] = h[:, 3] = -u
    np.fill_diagonal(h, [0.0, 0.0, 0.0, -delta_n])
    return h


def a1_levels(t, u, delta_n):
    mean = (-2 * t - delta_n) / 2
    root = np.sqrt(((-2 * t + delta_n) / 2) ** 2 + 3 * u**2)
    return mean - root, mean + root


# ---- Fock space of 8 spin orbitals, restricted to six electrons ----
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
ann = [reduce(np.kron, [parity] * p + [lower] + [np.eye(2)] * (7 - p))
       for p in range(8)]
count = np.rint(np.diag(sum(c.T @ c for c in ann))).astype(int)
sector = np.where(count == 6)[0]
dim = len(sector)
identity = np.eye(dim)


def restrict(op):
    return op[np.ix_(sector, sector)]


hop = np.array([[restrict(sum(ann[2*i+s].T @ ann[2*j+s] for s in (0, 1)))
                 for j in range(4)] for i in range(4)])
double = np.array([restrict(ann[2*i].T @ ann[2*i] @ ann[2*i+1].T @ ann[2*i+1])
                   for i in range(4)])
raise_spin = restrict(sum(ann[2*i].T @ ann[2*i+1] for i in range(4)))
sz = restrict(0.5 * sum(ann[2*i].T @ ann[2*i] - ann[2*i+1].T @ ann[2*i+1]
                        for i in range(4)))
spin_sq = raise_spin.T @ raise_spin + sz @ sz + sz


def one_body(matrix):
    return np.einsum('ij,ijab->ab', matrix, hop)


mean_occ = np.array([4/3, 4/3, 4/3, 2.0])


def hamiltonian(t, u, delta_n, w):
    # remove the mean-field repulsion already contained in the orbital levels
    bare = orbital_matrix(t, u, delta_n) - np.diag(w * mean_occ / 2)
    return one_body(bare) + w * double.sum(axis=0)


def spin_energies(h, s2):
    # two holes: only S=0 and S=1 occur; a large S^2 term separates them
    n_triplet = int(round(np.trace(s2) / 2))
    singlets = np.linalg.eigvalsh(h + 100 * s2)[:len(h) - n_triplet]
    triplets = np.linalg.eigvalsh(h - 100 * s2)[:n_triplet] + 200
    return singlets, triplets


# subspace with both a1 orbitals filled and two electrons in e
a1_projector = np.eye(4) - np.outer(ex, ex) - np.outer(ey, ey)
a1_number, vectors = np.linalg.eigh(one_body(a1_projector))
e2_basis = vectors[:, np.abs(a1_number - 4) < 1e-8]
assert dim == 28 and e2_basis.shape[1] == 6

# ---- level order: diagonalization against the inequality ----
for _ in range(2000):
    t_r, u_r, d_r = rng.uniform(-2, 2, 3)
    levels = np.linalg.eigvalsh(orbital_matrix(t_r, u_r, d_r))
    e_on_top = np.allclose(levels[2:], t_r, atol=1e-9) and levels[1] < t_r
    assert e_on_top == (t_r > 0 and t_r * (t_r + d_r) > u_r**2)

# ---- unique triplet ground term for random parameters obeying the order ----
tested = 0
while tested < 60:
    t_r, u_r, d_r, w_r = rng.uniform([0.1, -2, -1, 0.2], [2, 2, 4, 20])
    if t_r * (t_r + d_r) <= u_r**2:
        continue
    energy, states = np.linalg.eigh(hamiltonian(t_r, u_r, d_r, w_r))
    assert np.allclose(energy[:3], -2*d_r - 2*t_r - 8*w_r/3, atol=1e-8)
    assert energy[3] - energy[2] > 1e-7
    assert np.allclose(np.diag(states[:, :3].T @ spin_sq @ states[:, :3]), 2)
    tested += 1

# ---- worked example ----
t, u, delta_n, w = 0.9, 0.7, 2.0, 2.0
h_orb = orbital_matrix(t, u, delta_n)
levels, orbitals = np.linalg.eigh(h_orb)
low_a1, high_a1 = a1_levels(t, u, delta_n)
assert np.allclose(levels, [low_a1, high_a1, t, t])
occupation = (orbitals**2) @ np.array([2.0, 2.0, 1.0, 1.0])
assert np.allclose(occupation, mean_occ)
u_critical = np.sqrt(t * (t + delta_n))

h_many = hamiltonian(t, u, delta_n, w)
e2_h = e2_basis.T @ h_many @ e2_basis
e2_s = e2_basis.T @ spin_sq @ e2_basis
e2_levels = np.linalg.eigvalsh(e2_h)
assert np.allclose(e2_levels - e2_levels[0], np.array([0, 0, 0, 1, 1, 2]) * w/3)
e2_singlets, e2_triplets = spin_energies(e2_h, e2_s)
assert len(e2_triplets) == 3 and np.allclose(e2_triplets, e2_levels[0])

singlets, triplets = spin_energies(h_many, spin_sq)
ground = triplets[0]
assert singlets[0] > ground + 1e-6
assert np.isclose(singlets[0], singlets[1]) and singlets[3] - singlets[2] > 1e-3
mixed_vectors = np.linalg.eigh(h_many + 100 * spin_sq)[1]
singlet_e2_weight = np.sum((e2_basis.T @ mixed_vectors[:, :2])**2) / 2
ground_vectors = np.linalg.eigh(h_many)[1][:, :3]
triplet_e2_weight = np.sum((e2_basis.T @ ground_vectors)**2) / 3
assert np.isclose(triplet_e2_weight, 1)

# triplet excitation: carbon level raised by w/3 relative to nitrogen
raised = a1_levels(t, u, delta_n + w/3)[1] + w/3
triplet_excitation = t + w/3 - raised
assert np.isclose(triplets[3] - ground, triplet_excitation)

# a uniform pair repulsion v only shifts all six-electron energies
v = 1.3
pair_term = sum(hop[i, i] @ hop[j, j] for i in range(4) for j in range(i))
with_v = h_many + v * (double.sum(axis=0) + pair_term)
pure_u = hamiltonian(t, u, delta_n, w) + 15 * v * identity
# on-site u = w+v and intersite v: double + pairs over both spins
assert np.allclose(np.linalg.eigvalsh(with_v), np.linalg.eigvalsh(pure_u))

# control: too strong C-N coupling puts an a1 level on top, ground is a singlet
u_control = 2.5
control_s, control_t = spin_energies(hamiltonian(t, u_control, delta_n, w), spin_sq)
assert a1_levels(t, u_control, delta_n)[1] > t and control_s[0] < control_t[0]

# ---- splitting of e that destroys the triplet ----
split_op = one_body(0.5 * (np.outer(ex, ex) - np.outer(ey, ey)))


def spin_gap(split, basis):
    h = basis.T @ (h_many + split * split_op) @ basis
    s, tr = spin_energies(h, basis.T @ spin_sq @ basis)
    return s[0] - tr[0]


split_e2 = brentq(spin_gap, 0, w, args=(e2_basis,))
assert np.isclose(split_e2, np.sqrt(2) * w / 3, atol=1e-8)
split_plus = brentq(spin_gap, 0, w, args=(identity,))
split_minus = -brentq(spin_gap, -w, 0, args=(identity,))

# ---- unscreened integrals over sp3 hybrids pointing into the vacancy ----
lattice = 3.57  # angstrom, rough
corners = np.array([[1, -1, -1], [-1, 1, -1], [-1, -1, 1], [1, 1, 1]], float)
sites = corners * lattice / 4
mol = gto.M(atom=[(s, tuple(r)) for s, r in zip('CCCN', sites)],
            basis='sto-3g', charge=-1, spin=0, unit='Angstrom', verbose=0)
ao_overlap = mol.intor('int1e_ovlp')
hybrids = np.zeros((mol.nao_nr(), 4))
for k in range(4):
    core_overlap = ao_overlap[5*k, 5*k+1]
    norm = np.sqrt(1 - core_overlap**2)
    hybrids[5*k, k] = -0.5 * core_overlap / norm
    hybrids[5*k+1, k] = 0.5 / norm
    hybrids[5*k+2:5*k+5, k] = -np.sqrt(3)/2 * corners[k] / np.sqrt(3)
overlap = hybrids.T @ ao_overlap @ hybrids
assert np.allclose(np.diag(overlap), 1, atol=1e-5)
s_val, s_vec = np.linalg.eigh(overlap)
ortho = hybrids @ (s_vec / np.sqrt(s_val)) @ s_vec.T
hartree = const.physical_constants['Hartree energy in eV'][0]
rep = hartree * np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'),
                          ortho, ortho, ortho, ortho, optimize=True)


def coulomb(a, b, c, d):
    return np.einsum('ijkl,i,j,k,l->', rep, a, b, c, d)


k_full = coulomb(ex, ey, ex, ey)
j_xx, j_xy = coulomb(ex, ex, ex, ex), coulomb(ex, ex, ey, ey)
assert np.isclose(j_xx - j_xy, 2 * k_full, atol=1e-6)
u_c, u_n = rep[0, 0, 0, 0], rep[3, 3, 3, 3]
v_cc, v_cn = rep[0, 0, 1, 1], rep[0, 0, 3, 3]
w_bare = u_c - v_cc
scale = w / w_bare

# nitrogen-carbon differences of repulsion, scaled to the chosen w
holes = [2 * identity - hop[i, i] for i in range(4)]
extra = scale * ((u_n - u_c) * (identity - hop[3, 3] + double[3])
                 + (v_cn - v_cc) * sum(holes[i] @ holes[3] for i in range(3)))
uneven_s, uneven_t = spin_energies(h_many + extra, spin_sq)
uneven_vec = np.linalg.eigh(h_many + extra)[1][:, :3]
assert uneven_s[0] > uneven_t[0]
assert np.isclose(np.sum((e2_basis.T @ uneven_vec)**2) / 3, 1)

# ---- magnetic dipole splitting of the triplet, point spins on the sites ----
distance = np.linalg.norm(sites[0] - sites[1])
g_factor = const.physical_constants['electron g factor'][0]
mu_b = const.physical_constants['Bohr magneton'][0]
dipole = (const.mu_0 / (4*np.pi) * (g_factor * mu_b)**2
          / (distance * const.angstrom)**3 / const.e)
half = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
s1 = np.array([np.kron(m, np.eye(2)) for m in half])
s2 = np.array([np.kron(np.eye(2), m) for m in half])
h_dip = np.zeros((4, 4), complex)
pair_probability = []
for i, j in ((0, 1), (0, 2), (1, 2)):
    prob = np.trace(ground_vectors.T @ holes[i] @ holes[j] @ ground_vectors) / 3
    pair_probability.append(prob)
    n = (sites[i] - sites[j]) / distance
    h_dip += prob * (sum(s1[k] @ s2[k] for k in range(3))
                     - 3 * np.tensordot(n, s1, 1) @ np.tensordot(n, s2, 1))
assert np.allclose(pair_probability, 1/3)
dip_levels, dip_states = np.linalg.eigh(h_dip)
assert np.isclose(dip_levels[3] - dip_levels[0], 0.75)
axis_spin = np.tensordot(corners[3] / np.sqrt(3), s1 + s2, 1)
assert np.linalg.norm(axis_spin @ dip_states[:, 0]) < 1e-8
zero_field = 0.75 * dipole

thermal = const.k * 300 / const.e
singlet_gap = singlets[0] - ground
population_ratio = 2 * np.exp(-singlet_gap / thermal) / 3


def show(label, value, unit='eV', fmt='.4f'):
    print(f'{label}: {value:{fmt}} {unit}'.rstrip())


show('input C-C coupling t', t)
show('input C-N coupling u', u)
show('input carbon minus nitrogen energy', delta_n)
show('input on-site excess repulsion W', w)
show('input lattice constant (rough)', lattice, 'angstrom', '.2f')
show('lower a1 level', levels[0])
show('upper a1 level', levels[1])
show('e doublet level', levels[2])
show('gap upper a1 to e', levels[2] - levels[1])
show('nitrogen weight in lower a1', orbitals[3, 0]**2, '')
show('nitrogen weight in upper a1', orbitals[3, 1]**2, '')
show('critical u for level order', u_critical)
show('electrons on each carbon', occupation[0], '')
show('electrons on nitrogen', occupation[3], '')
show('exchange integral K = W/6', (e2_levels[3] - e2_levels[0]) / 2)
show('1E above 3A2, e2 only', e2_singlets[0] - e2_triplets[0])
show('1A1 above 3A2, e2 only', e2_singlets[2] - e2_triplets[0])
show('3A2 total model energy, all 28 states', ground)
show('1E above 3A2, all 28 states', singlet_gap)
show('1A1 above 3A2, all 28 states', singlets[2] - ground)
show('3E above 3A2, all 28 states', triplets[3] - ground)
show('e2 weight in 3A2', triplet_e2_weight, '')
show('e2 weight in 1E', singlet_e2_weight, '')
show('control u', u_control)
show('control: triplet minus singlet energy', control_t[0] - control_s[0])
show('e splitting ending triplet, e2 only', split_e2)
show('same, all states, e_x raised', split_plus)
show('same, all states, e_y raised', split_minus)
show('distance between vacancy neighbours', distance, 'angstrom')
show('C-C hybrid overlap, STO-3G', overlap[0, 1], '')
show('C-N hybrid overlap, STO-3G', overlap[0, 3], '')
show('unscreened on-site repulsion, C', u_c, fmt='.3f')
show('unscreened on-site repulsion, N', u_n, fmt='.3f')
show('unscreened C-C repulsion', v_cc, fmt='.3f')
show('unscreened C-N repulsion', v_cn, fmt='.3f')
show('unscreened W for carbon', w_bare, fmt='.3f')
show('unscreened W over chosen W', 1 / scale, '', '.2f')
show('unscreened K, all integrals', k_full)
show('unscreened K from W/6', w_bare / 6)
show('1E above 3A2 with unequal C, N repulsion', uneven_s[0] - uneven_t[0])
show('thermal energy at 300 K', thermal)
show('1E to 3A2 population ratio at 300 K', population_ratio, '', '.2e')
show('dipole splitting of triplet, point spins', zero_field, 'eV', '.2e')
print('checks complete')
```

Output:

```
input C-C coupling t: 0.9000 eV
input C-N coupling u: 0.7000 eV
input carbon minus nitrogen energy: 2.0000 eV
input on-site excess repulsion W: 2.0000 eV
input lattice constant (rough): 3.57 angstrom
lower a1 level: -3.1166 eV
upper a1 level: -0.6834 eV
e doublet level: 0.9000 eV
gap upper a1 to e: 1.5834 eV
nitrogen weight in lower a1: 0.5411
nitrogen weight in upper a1: 0.4589
critical u for level order: 1.6155 eV
electrons on each carbon: 1.3333
electrons on nitrogen: 2.0000
exchange integral K = W/6: 0.3333 eV
1E above 3A2, e2 only: 0.6667 eV
1A1 above 3A2, e2 only: 1.3333 eV
3A2 total model energy, all 28 states: -11.1333 eV
1E above 3A2, all 28 states: 0.3874 eV
1A1 above 3A2, all 28 states: 1.1277 eV
3E above 3A2, all 28 states: 1.8458 eV
e2 weight in 3A2: 1.0000
e2 weight in 1E: 0.9087
control u: 2.5000 eV
control: triplet minus singlet energy: 0.7356 eV
e splitting ending triplet, e2 only: 0.9428 eV
same, all states, e_x raised: 0.6785 eV
same, all states, e_y raised: 0.7232 eV
distance between vacancy neighbours: 2.5244 angstrom
C-C hybrid overlap, STO-3G: 0.1214
C-N hybrid overlap, STO-3G: 0.0886
unscreened on-site repulsion, C: 20.531 eV
unscreened on-site repulsion, N: 23.191 eV
unscreened C-C repulsion: 7.572 eV
unscreened C-N repulsion: 7.460 eV
unscreened W for carbon: 12.958 eV
unscreened W over chosen W: 6.48
unscreened K, all integrals: 2.2585 eV
unscreened K from W/6: 2.1597 eV
1E above 3A2 with unequal C, N repulsion: 0.3872 eV
thermal energy at 300 K: 0.0259 eV
1E to 3A2 population ratio at 300 K: 2.07e-07
dipole splitting of triplet, point spins: 1.00e-05 eV
checks complete
```
